**The $2p^2\,{}^3P^e$ state of H⁻ and He: selection rule and binding below the $n=2$ threshold**

For two electrons, a fixed nucleus of charge $Z$ and the non-relativistic Coulomb Hamiltonian, the even $L=1$ triplet $\Psi=WF(r_1,r_2,r_{12})$ with $W=(\mathbf r_1\times\mathbf r_2)_z$ does not couple to $ns\,\varepsilon l$ continua and lies below its own threshold $-Z^2/8$; energies are in hartree ($E_h$), lengths in bohr, $\zeta$ is a screened $2p$ charge and $x,y,z$ are perimetric coordinates. The program asserts by quadrature on two spheres that the $s$-projection of the $^3P$ function vanishes for multipoles $k=0$ to 6, that the $^1D$ and $^1S$ factors are $\sqrt{2/15}$ and $1/\sqrt3$, and that the dipole factor is $1/\sqrt6$. It asserts the spin–orbit elements inside $p^2$, the reduced Laplacian and the perimetric weight against Cartesian algebra, the one-configuration minimum $-(Z/2-21/128)^2$, the integrals $F^0$ and $F^2$, and the non-interacting roots. It further asserts monotone convergence of a perimetric Laguerre basis, the virial ratio, and agreement with a partial-wave configuration interaction ($l\le6$) to $10^{-5}E_h$ for H⁻ and $5\times10^{-5}E_h$ for He. The output shows H⁻ at $-0.12535545\,E_h$, an upper bound 9.672 meV below $n=2$, with the second root above threshold and the $pp$-only root unbound in the basis used. For He it shows $-0.710500$ ($2p^2$) and $-0.56781\,E_h$ ($2p3p$), and a first-order estimate of 100 meV (6.6 fs) for the width of $2p^2\,{}^1D$.

## Program and output

```python
# Result under test: for two electrons, fixed nucleus Z, non-relativistic Coulomb H, the state
# 2p^2 3P (L=1, even parity) has no coupling to ns-el continua; its sector's continuum starts at
# -Z^2/8 and the state lies below it, even for H- (E = -0.125355). Energies in hartree (Eh),
# lengths in bohr (a0). Psi = W F(r1,r2,r12), W = (r1 x r2)_z, F symmetric (triplet).
# Perimetric x,y,z: r1=y+z, r2=x+z, r12=x+y. zeta: screened charge of a 2p orbital.
# Two independent routes: perimetric Laguerre basis, and partial-wave CI (nl n'l) with L=1.
import numpy as np, sympy as sp, mpmath as mp
from scipy.special import roots_laguerre, roots_legendre, eval_genlaguerre, eval_legendre, gammainc, gammaincc
from scipy.linalg import cholesky, solve_triangular
from scipy.sparse.linalg import eigsh, LinearOperator
from scipy.integrate import quad
from scipy.constants import physical_constants as pc
from sympy.physics.wigner import wigner_3j, wigner_6j
Eh_meV = pc['Hartree energy in eV'][0]*1e3
t_fs = pc['atomic unit of time'][0]*1e15

# ---- angular selection rule by quadrature on two spheres
ct, wt = roots_legendre(8); ph = 2*np.pi*(np.arange(16)+0.3)/16
st = np.sqrt(1-ct**2)
nx = np.outer(st, np.cos(ph)).ravel(); ny = np.outer(st, np.sin(ph)).ravel()
nzv = np.repeat(ct, 16); wa = np.repeat(wt, 16)*2*np.pi/16
c12 = np.outer(nx, nx)+np.outer(ny, ny)+np.outer(nzv, nzv)
def unit(f): return f/np.sqrt(wa@(f*f)@wa)
angP = unit(np.outer(nx, ny)-np.outer(ny, nx)); angD = unit(3*np.outer(nzv, nzv)-c12); angS = unit(c12)
one = np.ones_like(nx)
projP = max(np.abs(wa@(angP*eval_legendre(k, c12))).max() for k in range(7))
cD = wa@(angD*c12*unit(np.outer(one, 3*nzv**2-1)))@wa
cS = wa@(angS*c12*unit(np.outer(one, one)))@wa
dip = wa@(angP*nx[:, None]*unit(np.outer(one, ny)))@wa
assert projP < 1e-12 and abs(abs(cD)-np.sqrt(2/15)) < 1e-12 and abs(cS-1/np.sqrt(3)) < 1e-12
assert abs(abs(dip)-1/np.sqrt(6)) < 1e-12
print(f"max s-projection of 3P kernel, k=0..6 = {projP:.1e} (dimensionless)")
print(f"angular factor k=1: 1D->1s ed = {abs(cD):.6f}, 1S->1s es = {cS:.6f} (dimensionless)")
print(f"E1 angular factor 3Pe -> 1s p = {abs(dip):.6f} (dimensionless)")

# ---- spin-orbit mixing inside p^2
lm = [np.array([[-1j*float(sp.LeviCivita(k, i, j)) for j in range(3)] for i in range(3)]) for k in range(3)]
sm = [np.array(m)/2 for m in ([[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]])]
def emb(m, pos):
    f = [np.eye(3), np.eye(3), np.eye(2), np.eye(2)]; f[pos] = m
    return np.kron(np.kron(f[0], f[1]), np.kron(f[2], f[3]))
Lv = [emb(m, 0)+emb(m, 1) for m in lm]; Sv = [emb(m, 2)+emb(m, 3) for m in sm]
def proj(vec, j):
    w, v = np.linalg.eigh(sum(a@a for a in vec)); v = v[:, abs(w-j*(j+1)) < 1e-8]
    return v@v.conj().T
Hso = sum(emb(lm[k], 0)@emb(sm[k], 2)+emb(lm[k], 1)@emb(sm[k], 3) for k in range(3))
P3P = proj(Lv, 1)@proj(Sv, 1)
def mix(Pa, Pb, dim): return np.sqrt(abs(np.trace(Pa@Hso@Pb@Hso@Pa).real)/dim)
mD = mix(proj(Lv, 2)@proj(Sv, 0), P3P, 5); mS = mix(proj(Lv, 0)@proj(Sv, 0), P3P, 1)
PJ1 = P3P@proj([a+b for a, b in zip(Lv, Sv)], 1)
assert abs(mD-2**-0.5) < 1e-10 and abs(mS-2**0.5) < 1e-10
assert np.abs((np.eye(36)-P3P)@Hso@PJ1).max() < 1e-10
print(f"spin-orbit element 3P2-1D2 = {mD:.6f}, 3P0-1S0 = {mS:.6f} (units of zeta_so)")

# ---- reduced Laplacian and Heron weight against Cartesian algebra
q = sp.symbols('q0:6'); R1, R2, R12 = sp.symbols('R1 R2 R12', positive=True)
Ft = sp.exp(-R1/2-R2/3-R12/7)*(1+R12+R1*R12/5)
cart = {R1: sp.sqrt(q[0]**2+q[1]**2+q[2]**2), R2: sp.sqrt(q[3]**2+q[4]**2+q[5]**2),
        R12: sp.sqrt(sum((q[i]-q[i+3])**2 for i in range(3)))}
W = q[0]*q[4]-q[1]*q[3]
pt = dict(zip(q, [0.7, -1.1, 0.4, 1.9, 0.3, -0.8]))
lhs = sum(sp.diff(W*Ft.subs(cart), q[i], 2) for i in range(3)).subs(pt)
red = (Ft.diff(R1, 2)+4*Ft.diff(R1)/R1+Ft.diff(R12, 2)+4*Ft.diff(R12)/R12
       + Ft.diff(R1, R12)*(R1**2-R2**2+R12**2)/(R1*R12))
assert abs(float(lhs)-float((W*red.subs(cart)).subs(pt))) < 1e-11
a1, a2, a12 = [float(cart[s].subs(pt)) for s in (R1, R2, R12)]
px, py, pz = (a2+a12-a1)/2, (a1+a12-a2)/2, (a1+a2-a12)/2
cr = np.cross([0.7, -1.1, 0.4], [1.9, 0.3, -0.8])
assert abs(cr@cr-4*px*py*pz*(px+py+pz)) < 1e-12

# ---- perimetric route
x, y, z = sp.symbols('x y z'); r1, r2, r12 = y+z, x+z, x+y
area = x*y*z*(x+y+z); vol = r1*r2*r12
g13 = r2*(r1**2-r2**2+r12**2)/2; g23 = r1*(r2**2-r1**2+r12**2)/2
Jac = sp.Matrix([[-1, 1, 1], [1, -1, 1], [1, 1, -1]])/2
met = Jac*sp.Matrix([[vol, 0, g13], [0, vol, g23], [g13, g23, 2*vol]])*Jac.T*area/2
def terms(e): return [(m, float(c)) for m, c in sp.Poly(sp.expand(e), x, y, z).terms()]
OPS = {'S': [(terms(area*vol), -1, -1)],
       'T': [(terms(met[a, b]), a, b) for a in range(3) for b in range(3)],
       'N': [(terms(area*r12*(r1+r2)), -1, -1)], 'E': [(terms(area*r1*r2), -1, -1)],
       'r1': [(terms(area*vol*(r1+r2)/2), -1, -1)], 'r12': [(terms(area*vol*r12), -1, -1)]}
def one_d(n, s):
    t, w = roots_laguerre(n+8)
    nm = np.sqrt([(i+1.)*(i+2) for i in range(n)])[:, None]
    L = np.array([eval_genlaguerre(i, 2.0, t) for i in range(n)])/nm
    dL = np.array([-eval_genlaguerre(i-1, 3.0, t) if i else 0*t for i in range(n)])/nm
    assert np.abs((L*w*t**2)@L.T-np.eye(n)).max() < 1e-9
    v = [L, s*(dL-L/2)]
    return [[[(v[a]*w*t**p)@v[b].T/s**(p+1) for b in (0, 1)] for a in (0, 1)] for p in range(7)]
def symm(M, n):
    i, j = np.triu_indices(n); I, J = i*n+j, j*n+i
    c = np.where(i == j, 0.5, 2**-0.5)
    A = M[I]+M[J]
    return (A[:, I]+A[:, J])*np.outer(c, c)
def perimetric(n, s, nz, sz, names):
    tx, tz = one_d(n, s), one_d(nz, sz); out = {}; N = n*(n+1)//2
    for name in names:
        grp = {}
        for tl, a, b in OPS[name]:
            for (i, j, k), c in tl:
                key = (k, int(a == 2), int(b == 2))
                m = np.kron(c*tx[i][int(a == 0)][int(b == 0)], tx[j][int(a == 1)][int(b == 1)])
                if key in grp: grp[key] += m
                else: grp[key] = m
        A = np.array([symm(m, n).ravel() for m in grp.values()])
        B = np.array([tz[k][a][b].ravel() for k, a, b in grp])
        out[name] = (A.T@B).reshape(N, N, nz, nz).transpose(0, 2, 1, 3).reshape(N*nz, N*nz)
    return out
def subset(n, nz, n2, nz2):
    keep = np.where(np.triu_indices(n)[1] < n2)[0]
    idx = (keep[:, None]*nz+np.arange(nz2)[None, :]).ravel()
    return np.ix_(idx, idx)
def lowest(H, S, sigma, k):
    N = len(H); C = cholesky(H-sigma*(np.eye(N) if S is None else S), lower=True, check_finite=False)
    up = lambda v: solve_triangular(C, v, lower=True, trans='T', check_finite=False)
    def mv(v):
        u = up(v)
        return solve_triangular(C, u if S is None else S@u, lower=True, check_finite=False)
    lam, V = eigsh(LinearOperator((N, N), matvec=mv, dtype=float), k=k, which='LA', v0=np.ones(N), tol=1e-11)
    o = np.argsort(-lam)
    return sigma+1/lam[o], up(V[:, o[0]])

E1 = {}
for Z in (1, 2):
    zeta = Z-21/64; E1[Z] = -(Z/2-21/128)**2
    def ray(zt):
        m = perimetric(1, zt, 1, 2*zt, 'STNE')
        return (m['T']-Z*m['N']+m['E'])[0, 0]/m['S'][0, 0]
    assert abs(ray(zeta)-E1[Z]) < 1e-12 and ray(zeta*1.01) > E1[Z] and ray(zeta*0.99) > E1[Z]
    print(f"Z={Z}: zeta = {zeta:.6f}, E(one config) = {E1[Z]:.6f} Eh, thresholds n=1 {-Z*Z/2:.4f}, n=2 {-Z*Z/8:.4f} Eh")
assert E1[1] > -1/8 and E1[2] < -1/2

n, nz = 24, 8
m = perimetric(n, 0.44, nz, 1.4, ['S', 'T', 'N', 'E', 'r1', 'r12'])
print("H- perimetric scales: s_xy = 0.44, s_z = 1.4 (1/a0)")
ix = subset(n, nz, 16, 8)
e0, _ = lowest(m['T'][ix]-m['N'][ix], m['S'][ix], -0.26, 2)
assert abs(e0[0]+1/4) < 1e-7 and abs(e0[1]+1/8+1/18) < 1e-7
print(f"Z=1 without 1/r12: roots {e0[0]:.7f}, {e0[1]:.7f} Eh")
H = m['T']-m['N']+m['E']; seq = []
for n2, nz2 in ((6, 3), (10, 4), (14, 5), (20, 7)):
    ix = subset(n, nz, n2, nz2); e, _ = lowest(H[ix], m['S'][ix], -0.1256, 1); seq.append(e[0])
    print(f"H- n_xy={n2}, n_z={nz2}, size {n2*(n2+1)//2*nz2}: E = {e[0]:.8f} Eh")
eH, c = lowest(H, m['S'], -0.1256, 2); seq.append(eH[0])
print(f"H- n_xy={n}, n_z={nz}, size {len(H)}: E = {eH[0]:.8f} Eh")
assert all(a >= b-1e-10 for a, b in zip(seq, seq[1:])) and seq[-2]-seq[-1] < 5e-7
assert eH[0] < -1/8 < eH[1] and abs(eH[0]+0.125355) < 5e-7
av = lambda M: c@M@c/(c@m['S']@c)
Tk = av(m['T']); vir = -(eH[0]-Tk)/Tk
assert abs(vir-2) < 1e-4
print(f"H- second root = {eH[1]:.6f} Eh")
print(f"H- binding below n=2 = {-1/8-eH[0]:.8f} Eh = {(-1/8-eH[0])*Eh_meV:.3f} meV")
print(f"H- height above 1s threshold = {eH[0]+0.5:.6f} Eh")
print(f"H- decay constant kappa = {np.sqrt(2*(-1/8-eH[0])):.5f} 1/a0")
print(f"H- <T> = {Tk:.6f} Eh, -<V>/<T> = {vir:.6f}, <1/r12> = {av(m['E']):.6f} 1/a0")
print(f"H- <r1> = {av(m['r1']):.3f} a0, <r12> = {av(m['r12']):.3f} a0")
del m, H
m = perimetric(16, 1.4, 8, 3.0, 'STNE'); H = m['T']-2*m['N']+m['E']
eHe, _ = lowest(H, m['S'], -0.72, 2)
ix = subset(16, 8, 13, 7); es, _ = lowest(H[ix], m['S'][ix], -0.72, 2)
assert abs(es[0]-eHe[0]) < 1e-6 and abs(es[1]-eHe[1]) < 1e-5 and eHe[1] < -0.5
print(f"He perimetric (s_xy=1.4, s_z=3.0 1/a0, size {len(H)}): 2p2 {eHe[0]:.6f}, 2p3p {eHe[1]:.5f} Eh")
print(f"He 2p2 3P binding below n=2 = {-0.5-eHe[0]:.6f} Eh = {(-0.5-eHe[0])*Eh_meV:.0f} meV")
print(f"He 2p2 3P height above 1s threshold = {eHe[0]+2:.6f} Eh")

# ---- CI route, radial basis t^2 L_i^(4)(t) exp(-t/2), t = s r
nr, lmax = 24, 6
gx, gw = roots_legendre(20); ed = 190*(np.arange(15)/14)**2
t = np.concatenate([(a+b)/2+(b-a)/2*gx for a, b in zip(ed, ed[1:])])
w = np.concatenate([(b-a)/2*gw for a, b in zip(ed, ed[1:])])
nrm = [np.sqrt((i+1.)*(i+2)*(i+3)*(i+4)) for i in range(nr)]
def rad(tt): return np.array([tt**2*eval_genlaguerre(i, 4.0, tt)*np.exp(-tt/2)/nrm[i] for i in range(nr)])
u = rad(t)
du = u*(2/t-0.5)-np.array([t**2*eval_genlaguerre(i-1, 5.0, t)*np.exp(-t/2)/nrm[i] if i else 0*t for i in range(nr)])
assert np.abs((u*w)@u.T-np.eye(nr)).max() < 1e-10
tau, wtau = roots_legendre(80); tau = (tau+1)/2; wtau = wtau/2
U = np.ascontiguousarray(rad(t[:, None]*tau[None, :]).transpose(1, 0, 2))
rho = (u[:, None, :]*u[None, :, :]*w).reshape(nr*nr, -1)
Rk = []
for k in range(2*lmax+1):
    half = rho@((U*(wtau*tau**k))@U.transpose(0, 2, 1)).reshape(len(t), -1)
    Rk.append(symm((half+half.T).reshape(nr, nr, nr, nr).transpose(0, 2, 1, 3).reshape(nr*nr, -1), nr))
assert abs(Rk[0][0, 0]-93/512) < 1e-10 and abs(Rk[2][0, 0]-45/512) < 1e-10
print(f"2p Slater integrals: F0/zeta = {Rk[0][0,0]:.7f}, F2/zeta = {Rk[2][0,0]:.7f}, F0-F2/5 = {Rk[0][0,0]-Rk[2][0,0]/5:.7f} Eh")
Np = nr*(nr+1)//2; Vee = np.zeros((lmax*Np, lmax*Np))
for l in range(1, lmax+1):
    for lp in range(l, lmax+1):
        blk = sum(float((-1)**(l+lp+1)*wigner_6j(l, l, 1, lp, lp, k)*(2*l+1)*(2*lp+1)
                        * wigner_3j(l, k, lp, 0, 0, 0)**2)*Rk[k] for k in range(lp-l, l+lp+1, 2))
        Vee[(l-1)*Np:l*Np, (lp-1)*Np:lp*Np] = blk
        Vee[(lp-1)*Np:lp*Np, (l-1)*Np:l*Np] = blk.T
def ci(Z, s):
    Hc = s*Vee; I = np.eye(nr)
    for l in range(1, lmax+1):
        h = s*s*(0.5*(du*w)@du.T+0.5*l*(l+1)*(u*w/t**2)@u.T)-Z*s*(u*w/t)@u.T
        Hc[(l-1)*Np:l*Np, (l-1)*Np:l*Np] += symm(np.kron(h, I)+np.kron(I, h), nr)
    return Hc
Hc = ci(1, 0.5)
for l in range(1, lmax+1):
    eC, _ = lowest(Hc[:l*Np, :l*Np], None, -0.1256, 1)
    print(f"H- CI ({nr} radial, s=0.5 1/a0) l<={l}: E = {eC[0]:.7f} Eh")
# tolerances allow for the partial waves above l=6, which the CI omits
assert eC[0] < -1/8 and abs(eC[0]-eH[0]) < 1e-5
eC2, _ = lowest(ci(2, 2.0), None, -0.72, 2)
assert np.abs(eC2-eHe).max() < 5e-5
print(f"He CI (s=2.0 1/a0) l<={lmax}: 2p2 {eC2[0]:.6f}, 2p3p {eC2[1]:.5f} Eh")

# ---- contrast: first-order Coulomb width of He 2p^2 1D -> 1s ed
Z = 2; rep = Rk[0][0, 0]+Rk[2][0, 0]/25
zD = Z-2*rep; ED = -(Z/2-rep)**2; eps = ED+Z*Z/2; kk = np.sqrt(2*eps)
n2p = zD**2.5/(2*np.sqrt(6)); beta = zD/2+Z; pref = n2p*2*Z**1.5
ypot = lambda r: pref*(24*gammainc(5, beta*r)/beta**5/r**2+r*gammaincc(2, beta*r)/beta**2)
yq = (quad(lambda s: pref*s**4*np.exp(-beta*s)/1.3**2, 0, 1.3)[0]
      + quad(lambda s: pref*s*np.exp(-beta*s)*1.3, 1.3, 40)[0])
assert abs(yq-ypot(1.3)) < 1e-9
def radint(npts):
    a, b = roots_legendre(npts); r = 15*(a+1)
    f = np.array([float(mp.re(mp.coulombf(2, -(Z-1)/kk, kk*ri))) for ri in r])*np.sqrt(2/(np.pi*kk))
    return 15*np.sum(b*n2p*r**2*np.exp(-zD*r/2)*ypot(r)*f)
R1d = radint(80)
assert abs(R1d-radint(60)) < 1e-6 and abs(R1d) > 1e-3
Gam = 2*np.pi*2*(cD*R1d)**2
print(f"He 1D one config: zeta = {zD:.5f}, E = {ED:.5f} Eh, electron energy = {eps:.5f} Eh, k = {kk:.5f} 1/a0")
print(f"He R1(2p2p;1s ed) = {R1d:.5f} Eh^(1/2)")
print(f"He 1D first-order width = {Gam:.5f} Eh = {Gam*Eh_meV:.0f} meV, lifetime = {t_fs/Gam:.1f} fs")
print(f"1 Eh = {Eh_meV:.3f} meV, hbar/Eh = {t_fs:.6f} fs")
print("OK")
```

Printed output:

```
max s-projection of 3P kernel, k=0..6 = 2.3e-16 (dimensionless)
angular factor k=1: 1D->1s ed = 0.365148, 1S->1s es = 0.577350 (dimensionless)
E1 angular factor 3Pe -> 1s p = 0.408248 (dimensionless)
spin-orbit element 3P2-1D2 = 0.707107, 3P0-1S0 = 1.414214 (units of zeta_so)
Z=1: zeta = 0.671875, E(one config) = -0.112854 Eh, thresholds n=1 -0.5000, n=2 -0.1250 Eh
Z=2: zeta = 1.671875, E(one config) = -0.698792 Eh, thresholds n=1 -2.0000, n=2 -0.5000 Eh
H- perimetric scales: s_xy = 0.44, s_z = 1.4 (1/a0)
Z=1 without 1/r12: roots -0.2500000, -0.1805556 Eh
H- n_xy=6, n_z=3, size 63: E = -0.12527365 Eh
H- n_xy=10, n_z=4, size 220: E = -0.12535294 Eh
H- n_xy=14, n_z=5, size 525: E = -0.12535521 Eh
H- n_xy=20, n_z=7, size 1470: E = -0.12535544 Eh
H- n_xy=24, n_z=8, size 2400: E = -0.12535545 Eh
H- second root = -0.124818 Eh
H- binding below n=2 = 0.00035545 Eh = 9.672 meV
H- height above 1s threshold = 0.374645 Eh
H- decay constant kappa = 0.02666 1/a0
H- <T> = 0.125355 Eh, -<V>/<T> = 2.000000, <1/r12> = 0.070332 1/a0
H- <r1> = 11.657 a0, <r12> = 19.583 a0
He perimetric (s_xy=1.4, s_z=3.0 1/a0, size 1088): 2p2 -0.710500, 2p3p -0.56781 Eh
He 2p2 3P binding below n=2 = 0.210500 Eh = 5728 meV
He 2p2 3P height above 1s threshold = 1.289500 Eh
2p Slater integrals: F0/zeta = 0.1816406, F2/zeta = 0.0878906, F0-F2/5 = 0.1640625 Eh
H- CI (24 radial, s=0.5 1/a0) l<=1: E = -0.1247756 Eh
H- CI (24 radial, s=0.5 1/a0) l<=2: E = -0.1253098 Eh
H- CI (24 radial, s=0.5 1/a0) l<=3: E = -0.1253479 Eh
H- CI (24 radial, s=0.5 1/a0) l<=4: E = -0.1253533 Eh
H- CI (24 radial, s=0.5 1/a0) l<=5: E = -0.1253547 Eh
H- CI (24 radial, s=0.5 1/a0) l<=6: E = -0.1253551 Eh
He CI (s=2.0 1/a0) l<=6: 2p2 -0.710497, 2p3p -0.56781 Eh
He 1D one config: zeta = 1.62969, E = -0.66397 Eh, electron energy = 1.33603 Eh, k = 1.63464 1/a0
He R1(2p2p;1s ed) = 0.04685 Eh^(1/2)
He 1D first-order width = 0.00368 Eh = 100 meV, lifetime = 6.6 fs
1 Eh = 27211.386 meV, hbar/Eh = 0.024189 fs
OK
```
